\section*{Time-step limit of a monotone level-set scheme for growing facets}

\section{A mesa that gains and loses facets}

A crystal grows out of a mask window as a mesa with vertical sidewalls. Seen from above it is a square of half-width $r=50$ nm. Two opposite corners are sharp; the other two are cut by diagonal facets at distance $d=55$ nm from the centre. The axis facets advance at $a=1$ nm/s and the cut facets at $f=3$ nm/s. At the sharp corners a slow diagonal facet, with speed $s=0.8$ nm/s, is possible but not yet present. These are model parameters. During growth each sharp corner splits into two, and each fast facet shrinks until its two corners merge.

A level-set calculation needs no list of corners. Let $\phi(\mathbf x,t)<0$ inside the crystal, with outward normal $\mathbf n=\nabla\phi/|\nabla\phi|$. A front point moves with $\dot{\mathbf x}\cdot\mathbf n=V(\mathbf n)$ and keeps $\phi=0$, so $\phi_t+\dot{\mathbf x}\cdot\nabla\phi=0$ gives
\begin{equation}
\phi_t+H(\nabla\phi)=0,\qquad H(\mathbf p)=|\mathbf p|\,V(\mathbf p/|\mathbf p|).
\end{equation}
The speed $V>0$ is taken as given: gas depletion, surface diffusion between facets and curvature effects are left out. How long may a time step be?

\section{One node by hand}

Consider the corner between the axis facet $\mathbf n_1=(1,0)$ and the fast facet $\mathbf n_2=(1,-1)/\sqrt2$. Its velocity $\mathbf w$ must keep it on both facet lines:
\begin{equation}
w_x=a,\qquad (w_x-w_y)/\sqrt2=f
\quad\Rightarrow\quad \mathbf w=(a,\,a-\sqrt2 f)=(1,\,-3.2426)\ \text{nm/s}.
\end{equation}
A surface of intermediate orientation is modelled as a fine staircase of the two facets. All its corners move with $\mathbf w$, so $V=\mathbf w\cdot\mathbf n$ and $H(\mathbf p)=\mathbf w\cdot\mathbf p$ for every $\mathbf p$ between $\mathbf n_1$ and $\mathbf n_2$. The other pairs of neighbouring facets are treated alike, which makes $H$ continuous and piecewise linear.

Let $C,E,W,N,S$ be the values of $\phi$ at a node and its four neighbours. The Lax--Friedrichs scheme uses central slopes and adds dissipation:
\begin{align}
C'={}&C-\Delta t\,H\!\left(\frac{E-W}{2\Delta x},\frac{N-S}{2\Delta y}\right)\nonumber\\
&+\frac{\alpha_x\Delta t}{2\Delta x}(E-2C+W)+\frac{\alpha_y\Delta t}{2\Delta y}(N-2C+S).
\label{lf}
\end{align}
Take $\Delta x=\Delta y=1$ nm and $\alpha_x=\alpha_y=\alpha$. In our cone the coefficients of $E,W,N,S$ are $\frac{\Delta t}{2}(\alpha-w_x)$, $\frac{\Delta t}{2}(\alpha+w_x)$, $\frac{\Delta t}{2}(\alpha-w_y)$, $\frac{\Delta t}{2}(\alpha+w_y)$ per nm, and that of $C$ is $1-2\alpha\Delta t$.

Suppose the step is chosen from the largest normal speed, $\Delta t=1/(2\cdot3)=0.1667$ s.
\begin{itemize}
\item With $\alpha=3$ nm/s, the coefficient of $S$ is $0.0833\,(3-3.2426)=-0.0202$.
\item With $\alpha=3.2426$ nm/s, that coefficient is zero, but the coefficient of $C$ is $1-2(3.2426)(0.1667)=-0.081$.
\end{itemize}
A negative coefficient means that removing crystal at one node (raising $\phi$) adds crystal one step later, at the same node or at a neighbour. The differential equation does not do this: a seed contained in another stays contained in it. With $\alpha=3.2426$ nm/s and $\Delta t=1/(2\cdot3.2426)=0.1542$ s the coefficients of $C,E,W,N,S$ are $0,\ 0.173,\ 0.327,\ 0.500,\ 0$. None is negative, and their sum is 1.

\section{The general restriction}

A scheme is monotone if raising any input value never lowers the output. Raise $E$ by $\eta>0$. The first slope rises by $\eta/2\Delta x$, so $H$ rises by at most $\max|\partial_{p_x}H|\,\eta/2\Delta x$, and
\begin{equation}
\delta C'\ge\frac{\Delta t\,\eta}{2\Delta x}\left(\alpha_x-\max|\partial_{p_x}H|\right).
\end{equation}
The other neighbours behave alike. The central slopes do not contain $C$, whose coefficient is therefore $1-\Delta t(\alpha_x/\Delta x+\alpha_y/\Delta y)$ for any data. Hence these conditions suffice:
\begin{equation}
\boxed{\ \alpha_k\ge\max|\partial_{p_k}H|,\qquad
\Delta t\left(\frac{\alpha_x}{\Delta x}+\frac{\alpha_y}{\Delta y}\right)\le1\ }
\label{cfl}
\end{equation}
They are also necessary for monotonicity on all data. Slopes can be placed inside the cone where $|\partial_{p_k}H|$ is largest; since $E$ and $W$ enter the slope with opposite signs, as do $N$ and $S$, one neighbour coefficient is then negative if $\alpha_k$ is too small.

The derivatives in (\ref{cfl}) are characteristic speeds. Differentiating the evolution equation where $\phi$ is smooth gives $\mathbf p_t+(\nabla H\cdot\nabla)\mathbf p=0$ for $\mathbf p=\nabla\phi$: an orientation travels with velocity $\nabla H$. With $\mathbf p=\rho(\cos\theta,\sin\theta)$, $H=\rho V(\theta)$ and tangent $\mathbf t=(-\sin\theta,\cos\theta)$,
\begin{equation}
\nabla H=\partial_\rho H\,\mathbf n+\rho^{-1}\partial_\theta H\,\mathbf t=V\mathbf n+V'\mathbf t,
\qquad |\nabla H|^2=V^2+V'^2 .
\end{equation}
For isotropic growth $V'=0$, and (\ref{cfl}) with the smallest dissipation becomes $\Delta t\,V(1/\Delta x+1/\Delta y)\le1$. For facets, $\nabla H$ is the corner velocity $\mathbf w$ of each cone.

\subsection*{When normal speeds are enough}

If $H$ is convex, it lies above its tangent planes. Since $H(\mathbf p)=\mathbf w\cdot\mathbf p$ at the point of contact, this reads $H(\mathbf q)\ge\mathbf w\cdot\mathbf q$. Choosing $\mathbf q=\mathbf w/|\mathbf w|$ gives $|\mathbf w|\le\max V$; conversely $V=\mathbf w\cdot\mathbf n\le|\mathbf w|$. The two maxima agree. Choosing $\mathbf q=\pm(1,0)$ shows that $|w_x|$ does not exceed the larger normal speed along $\pm x$. If the cut facets had speed 1.3 nm/s, both maxima would be 1.305 nm/s and $\alpha_x=1$ nm/s would do.

Convexity fails when a facet outruns the corner where its neighbours would meet. The two axis normals beside a diagonal normal $\mathbf n$ add up to $\sqrt2\,\mathbf n$, so convexity requires $\sqrt2 f\le 2a$, that is $f\le\sqrt2a$. For $f>\sqrt2 a$,
\begin{equation}
|\mathbf w|^2-f^2=a^2+(\sqrt2f-a)^2-f^2=(f-\sqrt2a)^2>0 .
\end{equation}
Here $|\mathbf w|=3.393$ nm/s against a largest normal speed of 3 nm/s. The component $\sqrt2f-a$ exceeds the axis speed $a$ as soon as $f>\sqrt2a$, and exceeds $f$ itself when $f>a/(\sqrt2-1)\approx2.41a$. For $f\gg a$ it tends to $\sqrt2f$, and the step allowed by (\ref{cfl}) is then shorter than the normal-speed step by a factor $\sqrt2$.

\subsection*{What belongs to the scheme}

Consider any monotone five-point scheme that moves affine functions correctly, $C'=C-\Delta t\,H(\mathbf p)$. Take $\mathbf p$ inside a cone and add to the affine state the function $g=-\eta+\boldsymbol\delta\cdot(\mathbf x-\mathbf x_0)$, with $\delta_k=-\eta\,\mathrm{sgn}(w_k)/\Delta_k$ and $\eta>0$ small enough to stay in the cone. At the five nodes $g\le0$, so the output may not rise:
\begin{equation}
-\eta-\Delta t\,\mathbf w\cdot\boldsymbol\delta
=-\eta+\eta\,\Delta t\left(\frac{|w_x|}{\Delta x}+\frac{|w_y|}{\Delta y}\right)\le0 .
\end{equation}
Such a scheme thus cannot exceed 0.2357 s here. Lax--Friedrichs stops at 0.1542 s because it adds the largest $|w_x|$ and the largest $|w_y|$, which belong to different corners.

\section{The exact front}

To judge the scheme we need the solution. Let $\phi_0$ be convex with Lipschitz constant $L$, and $\phi_0^*(\mathbf p)=\sup_{\mathbf y}[\mathbf p\cdot\mathbf y-\phi_0(\mathbf y)]$. Each plane $\mathbf p\cdot\mathbf x-\phi_0^*(\mathbf p)-tH(\mathbf p)$ solves the equation. Their upper envelope is
\begin{equation}
u(\mathbf x,t)=\sup_{\mathbf p}\left[\mathbf p\cdot\mathbf x-\phi_0^*(\mathbf p)-tH(\mathbf p)\right],
\label{hopf}
\end{equation}
with $u(\mathbf x,0)=\phi_0$. At kinks a solution is meant in the viscosity sense: a smooth $\psi$ touching $u$ from above at some $t>0$ must satisfy $\psi_t+H(\nabla\psi)\le0$, and one touching from below the reverse.

\emph{From above.} The supremum is attained, since $\phi_0^*$ is finite only for $|\mathbf p|\le L$. The attaining plane lies below $u\le\psi$ and meets $\psi$ at the contact point. It shares the derivatives of $\psi$ there, so $\psi_t+H(\nabla\psi)=0$.

\emph{From below.} As a supremum of affine functions, $u$ is convex in $(\mathbf x,t)$ jointly. The derivatives $(\mathbf q,\tau)$ of $\psi$ then form a subgradient:
$u(\mathbf y,t')\ge u(\mathbf x,t)+\mathbf q\cdot(\mathbf y-\mathbf x)+\tau(t'-t)$ for all $\mathbf y$ and $t'\ge0$. Put $t'=0$, rearrange and take the supremum over $\mathbf y$; then use (\ref{hopf}):
\begin{equation}
\mathbf q\cdot\mathbf x-\phi_0^*(\mathbf q)+\tau t\ \ge\ u(\mathbf x,t)\ \ge\ \mathbf q\cdot\mathbf x-\phi_0^*(\mathbf q)-tH(\mathbf q)
\ \Rightarrow\ \tau\ge-H(\mathbf q).
\label{super}
\end{equation}
Convexity of $H$ was not used, so lost facets are covered.

For the mesa take $\phi_0=\max_i(\mathbf p_i\cdot\mathbf x-c_i)$. Here $\mathbf p_i=\mathbf n_i$ for facets present in the seed, and $\mathbf p_i=\mathbf n_i/\sqrt2$, the midpoint of the two axis normals, at a sharp corner. The constant $c_i=h(\mathbf p_i)$ is the largest value of $\mathbf p_i\cdot\mathbf x$ on the seed. Write $M_i=\mathbf p_i\cdot\mathbf x-c_i-tH(\mathbf p_i)$. Since $\phi_0\ge\mathbf p_i\cdot\mathbf x-c_i$, we have $\phi_0^*(\mathbf p_i)\le c_i$, hence $u\ge M_i$. Conversely, $\phi_0^*$ is finite only on the convex hull of the $\mathbf p_i$, where $\mathbf p=\lambda\mathbf p_i+\mu\mathbf p_{i+1}$ with $\lambda,\mu\ge0$ and $\lambda+\mu\le1$. Since $\phi_0\le0$ on the seed, $\phi_0^*\ge h$. Both $h$ and $H$ are linear between neighbours, so the bracket in (\ref{hopf}) is at most $\lambda M_i+\mu M_{i+1}$. Therefore $u=\max_iM_i$ wherever this maximum is non-negative. If all $M_i<0$, the bracket is negative too (at $\mathbf p=0$ it is $\min\phi_0<0$). The crystal is the polygon
\begin{equation}
\mathbf n_i\cdot\mathbf x\le d_i+v_it\quad\text{for all eight }i,
\end{equation}
with $d_i=\sqrt2r$ at the sharp corners.

The axis facets alone would meet at diagonal distance $\sqrt2(r+at)$. A diagonal line at distance $D$ cuts this right angle over a length $2[\sqrt2(r+at)-D]$. With $D=\sqrt2r+st$ and $D=d+ft$,
\begin{align}
\ell_{\rm created}&=2(\sqrt2a-s)t,\\
\ell_{\rm cut}&=2\left[\sqrt2r-d-(f-\sqrt2a)t\right]\ \text{until}\ t_*=\frac{\sqrt2r-d}{f-\sqrt2a}.
\end{align}
Numerically $t_*=15.71/1.586=9.91$ s, and after 30 s the created facet measures $2(0.6142)(30)=36.9$ nm. The corner count goes from 6 to 8 and back to 6. A diagonal facet with $s\ge\sqrt2a$ would not appear.

\section{Two-sided error bound}

\emph{Lower bound.} The scheme moves each plane in (\ref{hopf}) exactly. Initially $\phi_0$ lies above all of them, and monotonicity preserves this. Hence $\phi^n\ge u$: the computed crystal is never too large.

\emph{Upper bound.} Smooth $u$ by $u_\varepsilon(\mathbf x,t)=\min_{\mathbf y}[u(\mathbf y,t)+|\mathbf x-\mathbf y|^2/2\varepsilon]$, which is again jointly convex. Let $\mathbf y$ be the minimizer and $\mathbf q=(\mathbf x-\mathbf y)/\varepsilon$. Keeping this $\mathbf y$ when $\mathbf x$ moves by $\mathbf h$ bounds $u_\varepsilon$ from above by a parabola of slope $\mathbf q$; convexity then places the tangent plane of the same slope below:
\begin{equation}
0\le u_\varepsilon(\mathbf x+\mathbf h,t)-u_\varepsilon(\mathbf x,t)-\mathbf q\cdot\mathbf h\le|\mathbf h|^2/2\varepsilon .
\label{curv}
\end{equation}
A subgradient $(\mathbf q,\tau)$ of $u_\varepsilon$ at $(\mathbf x,t)$ is one of $u$ at $(\mathbf y,t)$, because $u(\mathbf z,t')+|\mathbf x-\mathbf y|^2/2\varepsilon\ge u_\varepsilon(\mathbf z+\mathbf x-\mathbf y,t')$, with equality at $(\mathbf y,t)$. So (\ref{super}) gives $\tau\ge-H(\mathbf q)$, and convexity in time gives
\begin{equation}
u_\varepsilon(\mathbf x,t+\Delta t)\ge u_\varepsilon(\mathbf x,t)-\Delta t\,H(\mathbf q),
\end{equation}
also at $t=0$ by continuity of $u_\varepsilon$ and its slope.

Now apply one scheme step to $u_\varepsilon$. By (\ref{curv}) the forward and backward slopes are $q_k+A_k$ and $q_k-B_k$ with $0\le A_k,B_k\le\Delta_k/2\varepsilon$. The central slope is $q_k+(A_k-B_k)/2$. The output exceeds $u_\varepsilon-\Delta t\,H(\mathbf q)$ by at most
\begin{equation}
\Delta t\sum_k\frac{\alpha_k}{2}\left(|A_k-B_k|+A_k+B_k\right)
=\Delta t\sum_k\alpha_k\max(A_k,B_k)\le\frac{\Delta t\,\Lambda}{2\varepsilon},
\end{equation}
where $\Lambda=\alpha_x\Delta x+\alpha_y\Delta y$. Initially $\phi_0-u_\varepsilon\le\max_\rho(L\rho-\rho^2/2\varepsilon)=\varepsilon L^2/2$. Monotonicity adds up the steps, and $u_\varepsilon\le u$, so $\phi^n-u\le\varepsilon L^2/2+t\Lambda/2\varepsilon$. The best choice $\varepsilon=\sqrt{t\Lambda}/L$ yields
\begin{equation}
0\le\phi^n-u\le L\sqrt{t(\alpha_x\Delta x+\alpha_y\Delta y)} .
\end{equation}
Edge nodes set to $u$, as in the runs below, respect both inequalities. The proof needs convex initial data; the monotonicity condition (\ref{cfl}) does not.

For the mesa $L=1$. With $\Delta x=0.5$ nm the bound at 30 s is $\sqrt{30\cdot6.485\cdot0.5}=9.9$ nm. The largest error in $\phi$ on and outside the exact front is 2.3 nm.

\subsection*{Why the half power is real}

Start from one kink between the axis normal $\mathbf n_1=(1,0)$ and a created-facet normal, now called $\mathbf n_2=(1,1)/\sqrt2$. Their corner moves with $\mathbf w=(a,\sqrt2s-a)=(1,0.131)$ nm/s. The kink has slope jump $J=|\mathbf n_2-\mathbf n_1|=0.765$ along the unit vector $\mathbf m$. Each discrete slope component stays between its two facet values, $1/\sqrt2\le p_x\le1$ and $0\le p_y\le1/\sqrt2$. This rectangle lies in one cone, so the scheme is linear. Its non-negative weights describe a random walk with mean displacement $-\mathbf w\Delta t$ per step and variance along $\mathbf m$
\begin{equation}
2D\Delta t=\Delta t\sum_k\alpha_k\Delta_km_k^2-(\mathbf w\cdot\mathbf m\,\Delta t)^2 .
\end{equation}
After many steps the spread is nearly Gaussian with variance $2Dt$. Averaging $J\max(0,\xi)$ over it gives the error at the moved kink, $J\sqrt{2Dt}/\sqrt{2\pi}=J\sqrt{Dt/\pi}$. At fixed $\Delta t/\Delta x$, $D\propto\Delta x$. For $\Delta x=0.5$ nm and $t=10$ s the formula gives 1.2275 nm and the scheme 1.2281 nm; the observed order is 0.501. The square-root law in the bound therefore cannot be improved in general.

\section{Reading the runs}

On the 0.5 nm grid the cut side lies at 70.00 nm after 5 s, as it should. At 10 s, just after the facet is lost, it lags by $84.85-83.53=1.3$ nm; from 15 s on the lag is about 0.45 nm. The exact corner stands at 113.1 nm after 30 s, not at the 145 nm that the vanished facet's own line would have reached. From 5 s on the created facet lags by 1.2 to 1.3 nm, and every lag has the sign required by $\phi^n\ge u$. Monotonicity gives convergence, not sharp corners. The created facet falls behind mainly while it is still shorter than the smoothing width; once it is long, its middle moves at nearly the right speed, as a plane does, and the early lag is carried along. For the whole mesa the order between the two finest grids is 0.58.

When the step condition in (\ref{cfl}) is violated, a grid-scale error grows exponentially with the number of steps. Add $\kappa(-1)^{i+j}$ to a plane. Its central slopes vanish and its second differences are $-4\kappa(-1)^{i+j}$, so one step multiplies $\kappa$ by
\begin{equation}
1-2\Delta t\left(\frac{\alpha_x}{\Delta x}+\frac{\alpha_y}{\Delta y}\right).
\end{equation}
Its modulus exceeds 1 exactly when the step condition in (\ref{cfl}) is violated. For the normal-speed step with correct $\alpha$ it is $1-2(1.081)=-1.162$, and $1.162^{180}$ is about $5\times10^{11}$. The run of 180 steps ends with an error of $9\times10^9$ nm. With $\alpha=3.2426$ nm/s a step 8\% too long is enough to destroy the front. Too small an $\alpha$ is a milder fault: with $\alpha=3$ nm/s and the same step the factor is exactly $-1$, so this mode does not grow. What is lost then is monotonicity, and with it the guarantee of the two-sided bound. The printed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Speeds axis, created, lost facet: 1.0, 0.8, 3.0 nm/s
Seed half-width 50 nm, cut distance 55 nm, growth time 30 s
Corner velocity axis/created: (1.0000, 0.1314) nm/s
Corner velocity axis/lost: (1.0000, -3.2426) nm/s
Largest normal speed: 3.0000 nm/s
Largest characteristic speed: 3.3933 nm/s
Needed alpha_x, alpha_y: 3.2426, 3.2426 nm/s
Convex case, lost-type facet speed 1.3 nm/s:
  largest normal speed 1.3050, characteristic 1.3050, alpha 1.0000 nm/s
Step limit of scheme, dx=dy=1 nm: 0.15420 s
Step from largest normal speed: 0.16667 s
Longest step, any monotone 5-point scheme: 0.23570 s
Least update coefficients (centre, neighbour), dimensionless:
  at the limit: 0.0000, 0.0000
  normal-speed step, correct alpha: -0.0809, 0.0000
  normal-speed step and alpha: 0.0000, -0.0202
Loss time of cut facets: 9.9072 s
t=0 s: 6 corners, created facet 0.000 nm, cut facet 31.421 nm
t=5 s: 8 corners, created facet 6.142 nm, cut facet 15.563 nm
t=30 s: 6 corners, created facet 36.853 nm, cut facet 0.000 nm
Grid runs to the final time, nodes on or outside exact front:
  dx=2.0 nm, dt=0.29412 s, 102 steps: max error 5.262 nm, bound 19.726 nm
  dx=1.0 nm, dt=0.15152 s, 198 steps: max error 3.496 nm, bound 13.948 nm
  dx=0.5 nm, dt=0.07692 s, 390 steps: max error 2.335 nm, bound 9.863 nm
Observed order between the two finest grids: 0.582
Front distance along diagonals, dx=0.5 nm (exact, computed), nm:
  t=5 s: cut side 70.00, 70.00; sharp side 74.71, 73.54
  t=10 s: cut side 84.85, 83.53; sharp side 78.71, 77.46
  t=15 s: cut side 91.92, 91.47; sharp side 82.71, 81.40
  t=20 s: cut side 98.99, 98.54; sharp side 86.71, 85.41
  t=25 s: cut side 106.07, 105.62; sharp side 90.71, 89.39
  t=30 s: cut side 113.14, 112.69; sharp side 94.71, 93.40
Normal-speed step, dx=1 nm, 180 steps: max error 8.89e+09 nm
Isolated corner after 10 s, slope jump 0.7654:
  dx=1.0 nm: D=1.6161 nm^2/s, error 1.7376 nm, random-walk value 1.7359 nm
  dx=0.5 nm: D=0.8081 nm^2/s, error 1.2281 nm, random-walk value 1.2275 nm
Observed order for the isolated corner: 0.501
\end{verbatim}
